# Ion-Driven Atomic Displacement and the 45-Degree Ripple Threshold

An ion beam of 100 µA/cm² strikes a surface at 60° from the normal, and each ion pushes 40 atoms forward by 0.30 nm. In the model worked out below, a ripple of wavelength 32.5 nm with its crests across the beam then grows by a factor $e$ every 71 s. The same displacements flatten a ripple with its crests along the beam. They enter the height equation with a coefficient of $-0.749$ nm²/s in the first direction and $+0.374$ nm²/s in the second. The difference in sign has to come from geometry, since the atoms, the ions and the displacement length are the same.

Let $h(x,y,t)$ be the surface height above a mean plane, with $z$ along the outward mean normal and $x$ along the projection of the beam on that plane. The beam travels in the direction

$$\mathbf b=(\sin\theta,\,0,\,-\cos\theta),$$

where $\theta$ is the angle of incidence measured from the mean normal. It carries $J$ ions per unit time through unit area perpendicular to $\mathbf b$. "Parallel" will refer to a ripple whose wavevector lies along $x$, and "perpendicular" to one whose wavevector lies along $y$.

The model of the collision process has three assumptions. Each ion moves $N$ atoms of volume $\Omega$ by a length $d$ along $\mathbf b$. The product $Nd$ does not depend on the local angle of incidence. Finally, the solid returns to its original density by moving along the local surface normal. The last assumption suits a disturbed region much smaller than the ripple: the region sees a nearly flat surface, and a flat surface pushed from below by excess volume rises along its own normal. Sputtering is left out for the moment, and no part of the surface is shadowed.

The outward unit normal is

$$\mathbf n=\frac{(-h_x,\,-h_y,\,1)}{\sqrt g},\qquad g=1+h_x^2+h_y^2,$$

with subscripts on $h$ denoting derivatives. The local angle of incidence $\phi$ follows from

$$\cos\phi=-\mathbf b\cdot\mathbf n=\frac{\cos\theta+h_x\sin\theta}{\sqrt g}.$$

A piece of surface above the area $dx\,dy$ has the true area $\sqrt g\,dx\,dy$ and receives $J\cos\phi$ ions per unit true area. The factors $\sqrt g$ cancel, so the number of ions per unit time and unit projected area is

$$J\sqrt g\cos\phi=J(\cos\theta+h_x\sin\theta).$$

Where the surface rises in the direction of beam travel, $h_x>0$, it faces the beam and collects more ions.

The displacement $d\,\mathbf b$ has the normal component $d\,\mathbf b\cdot\mathbf n=-d\cos\phi$, which points into the solid. Relaxation along $\mathbf n$ cancels it and leaves the tangential shift

$$\mathbf s=d(\mathbf b+\mathbf n\cos\phi).$$

Consider a vertical plane $x=\text{const}$. If the shift is short compared with the ripple, the atoms that cross the plane come from a strip of width $s_x$ beside it. The volume crossing per unit time and unit length in $y$ is therefore the ion rate per projected area, times $N\Omega$, times $s_x$. The same holds for $y$. With

$$C=J\Omega Nd,$$

the volume current is

$$q_i=C(\cos\theta+h_x\sin\theta)(b_i+n_i\cos\phi),\qquad i=x,y.$$

Volume is conserved, so the height obeys $h_t=-\partial_xq_x-\partial_yq_y$.

Now take small slopes and keep first-order terms. Since $g$ differs from 1 only in second order, $n_x\cos\phi\simeq-h_x\cos\theta$ and $n_y\cos\phi\simeq-h_y\cos\theta$. For the $x$ direction,

$$\begin{aligned}
q_x&\simeq C(\cos\theta+h_x\sin\theta)(\sin\theta-h_x\cos\theta)\\
&\simeq C\left[\sin\theta\cos\theta-h_x\cos^2\theta+h_x\sin^2\theta\right]\\
&=C\left[\tfrac12\sin2\theta-h_x\cos2\theta\right].
\end{aligned}$$

For the $y$ direction $b_y=0$, so the second bracket is already of first order and the first may be replaced by $\cos\theta$:

$$q_y\simeq-C\,h_y\cos^2\theta.$$

The constant part of $q_x$ has no divergence. The rest gives

$$h_t=C\left[\cos2\theta\;h_{xx}+\cos^2\theta\;h_{yy}\right].$$

A positive coefficient acts as in a diffusion equation: at a crest the second derivative is negative and the height falls. The perpendicular coefficient is positive for all $\theta<90^\circ$. The parallel one vanishes at $45^\circ$ and is negative beyond it, so that crests rise and troughs deepen.

The middle line of the calculation of $q_x$ shows the cause. The term $-h_x\cos^2\theta$ comes from the turning of the tangential shift. On the side of a crest that faces the beam, incidence is closer to normal and the forward shift is shorter; on the far side it is longer. More material leaves the crest than enters it, and the crest is lowered. The term $+h_x\sin^2\theta$ comes from the ion flux. The side facing the beam receives more ions and sends more material towards the crest, while the far side receives fewer and carries less away, so the crest is raised. At 45° the two effects balance. A slope along $y$ leaves the number of ions per projected area unchanged, and only the first effect remains.

The assumption about relaxation is essential here. If the solid relaxed along the mean normal $z$ instead, the horizontal shift would be $d\sin\theta$ along $x$ on every slope. The current would be $q_x=C(\cos\theta+h_x\sin\theta)\sin\theta$ with $q_y=0$, and the coefficients would be $-C\sin^2\theta$ and zero. The displacement would then roughen the parallel mode at every oblique angle and smooth nothing.

These results were tested without the current or its divergence. Points on a sinusoidal surface were moved by $d$ along the beam, returned to the curved surface along the normal at their starting point, and the moved volume was projected on the ripple. For slopes up to $10^{-3}$ and $kd=10^{-3}$, with $k$ the wavenumber, six angles between 0° and 75° and three wavevector directions gave coefficients within $7.6\times10^{-7}\,C$ of the formula. The parallel coefficient obtained in this way changed sign at 45.000°. With relaxation along the mean normal at 60°, the same procedure gave $-0.7500\,C$ and zero, as it should.

For a wavevector at an angle $\beta$ to $x$, the second derivatives contribute in the proportions $\cos^2\beta$ and $\sin^2\beta$. The coefficient is then

$$\begin{aligned}
S(\beta)&=C\left[(\cos^2\theta-\sin^2\theta)\cos^2\beta+\cos^2\theta\sin^2\beta\right]\\
&=C\left[\cos^2\theta-\sin^2\theta\cos^2\beta\right].
\end{aligned}$$

It is lowest at $\beta=0$. Beyond 45° the unstable wavevectors fill a range about the beam direction, given by $\cos^2\beta>\cot^2\theta$, and the parallel mode is the most strongly driven. At normal incidence the coefficient is $C$ in every direction, as symmetry demands.

For ridges running across the beam the small-slope step can be avoided. Let $\alpha=\arctan h_x$ be the local tilt, so that $g=1+h_x^2$ and $\sqrt g=1/\cos\alpha$. Then

$$\cos\theta+h_x\sin\theta=\sqrt g\,\cos(\theta-\alpha),$$

and the shift factor becomes

$$\begin{aligned}
b_x+n_x\cos\phi&=\sin\theta-\frac{h_x(\cos\theta+h_x\sin\theta)}{g}\\
&=\frac{\sin\theta-h_x\cos\theta}{g}=\frac{\sin(\theta-\alpha)}{\sqrt g}.
\end{aligned}$$

The product is

$$q_x=\frac C2\sin2(\theta-\alpha),\qquad h_t=C\cos2(\theta-\alpha)\,\frac{h_{xx}}{1+h_x^2}.$$

For short shifts this holds at any unshadowed slope. The sign is set by the local angle $\theta-\alpha$, so a steep ripple can have smoothing and roughening parts at once. For a sinusoid with maximum slope 0.5 at $\theta=30^\circ$, the coefficient projected on the ripple is 0.4223 $C$, both from this current and from the displaced points. The small-slope value is 0.5 $C$.

In the short-shift equation, displacement alone selects no wavelength: for negative $S$ the growth rate $-Sk^2$ rises without limit as the ripple gets shorter. Here the growth of short ripples is limited by adding a relaxation term $-B\nabla^4h$, where $B$ lumps together the ion-assisted flow and diffusion of the surface layer. An amplitude proportional to $e^{Rt}$ then has

$$R(k)=-Sk^2-Bk^4.$$

Setting $dR/dk=-2Sk-4Bk^3$ to zero gives, for $S<0$,

$$k_*^2=-\frac{S}{2B},\qquad R_*=\frac{S^2}{2B}-\frac{S^2}{4B}=\frac{S^2}{4B}.$$

The example uses rough, round parameters in the regime of argon ions of about 500 eV on silicon near room temperature: $\Omega=0.020$ nm³, $N=40$, $d=0.30$ nm and $B=10$ nm⁴/s. Only the product $Nd$ enters. A Kinchin–Pease count with a displacement threshold of 15 to 20 eV gives at most 10 to 13 atoms at this energy, so $N=40$ must be read as including small shifts below that threshold. Dividing the current density by the elementary charge gives $J=6.24\times10^{14}$ cm⁻²s⁻¹, or 6.242 nm⁻²s⁻¹. Then

$$C=6.242\times0.020\times40\times0.30=1.498\ \text{nm}^2/\text{s}.$$

At 60°, $\cos2\theta=-\tfrac12$ and $\cos^2\theta=\tfrac14$, which gives the two coefficients quoted at the start. The selected ripple has

$$k_*=\sqrt{\frac{0.749}{2\times10}}=0.1935\ \text{nm}^{-1},\qquad \frac{2\pi}{k_*}=32.5\ \text{nm},$$

and its growth rate is $0.749^2/(4\times10)=0.0140$ s⁻¹. One factor of $e$ takes 71 s, during which the inclined surface receives $J\cos\theta/R_*=2.2\times10^{16}$ ions/cm². The wavelength varies as $\sqrt{B/C}$ and the growth time as $B/C^2$. Since $B$ was assumed, the 32.5 nm is a consequence of that choice and not an independent prediction. Doubling $Nd$ at fixed $B$ and $J$ would shorten the growth time fourfold.

Sputtering also acts on curvature, and its size can be estimated by supposing that each ion deposits its energy in an isotropic Gaussian cloud of width $w$, centred a distance $a$ along the beam from the point of impact. The local erosion speed is taken proportional to the energy density arriving there. Place the origin at a surface point of zero slope, with $h=\tfrac12(\kappa_xx^2+\kappa_yy^2)$. The erosion speed at the origin is proportional to

$$\int(\cos\theta+\kappa_xx\sin\theta)\,e^{-[(x+a\sin\theta)^2+y^2+(h-a\cos\theta)^2]/2w^2}\,dx\,dy.$$

To first order in curvature, the height in the exponent contributes the factor $1+ha\cos\theta/w^2$. The remaining Gaussian has $\langle x\rangle=-a\sin\theta$, $\langle x^2\rangle=w^2+a^2\sin^2\theta$ and $\langle y^2\rangle=w^2$. If $v_0$ is the speed on a flat surface, then $h_t=-v_0-v_0(G_x\kappa_x+G_y\kappa_y)$, with

$$\begin{aligned}
G_x&=-\frac{a\sin^2\theta}{\cos\theta}+\frac{a\cos\theta}{2w^2}(w^2+a^2\sin^2\theta),\\
G_y&=\frac{a\cos\theta}{2}.
\end{aligned}$$

The erosive coefficients to be added to those of displacement are $-v_0G_x$ and $-v_0G_y$. On a flat surface the integral is proportional to $\cos\theta\,e^{-a^2\cos^2\theta/2w^2}$. If the sputter yield at normal incidence is $Y_0$, normalization there gives

$$v_0=J\Omega Y_0\cos\theta\;e^{a^2\sin^2\theta/2w^2}.$$

With the rough values $a=2.0$ nm, $w=1.0$ nm and $Y_0=0.50$, the speed at 60° is 0.140 nm/s, and $G_x=-3+2=-1$ nm. Erosion therefore adds $+0.140$ nm²/s to the parallel coefficient, which becomes $-0.609$ nm²/s, and the selected wavelength rises to 36.0 nm in this long-wave estimate. In the perpendicular direction it adds $-0.070$ nm²/s, too little to undo the smoothing. Although erosion opposes the parallel ripple at 60°, it lowers the threshold of the combined process to 43.2°. At 45° the two parts of $G_x$ are $-1.41$ and $+2.12$ nm, so there erosion still roughens and brings the instability on earlier. These results are sensitive to the assumed width: with $w=0.7$ nm and the other values unchanged, erosion would add $-0.374$ nm²/s to the parallel coefficient at 60°, reinforcing the ripple, and the threshold would fall to 36.0°. That width implies a sputter yield of 10.7 at 60°, against 2.2 for $w=1.0$ nm. This is too high for argon of 500 eV on silicon, so the case shows the sensitivity of the formula and not a likely outcome.

The assumption of constant $Nd$ matters as well. Suppose that $Nd$ varies as $\cos^p\phi$, with $C$ now defined by its value at normal incidence. The parallel current is then $C\sin\phi\cos^{1+p}\phi$ with $\phi=\theta-\alpha$. Because $\alpha\simeq h_x$ for small slopes, the smoothing coefficient is the derivative of this current with respect to $\phi$, taken at $\theta$:

$$S_x=C\cos^p\theta\left[\cos^2\theta-(1+p)\sin^2\theta\right].$$

It vanishes at $\tan^2\theta=1/(1+p)$. The mild fall described by $p=0.2$ moves the threshold to 42.4°. The value 45° thus belongs to displacement with constant $Nd$, and it is not a universal property of ion-bombarded surfaces.

The shift was also treated as short. To first order in ripple amplitude this restriction can be removed. A point starting at $x$ lands at $x+s_0-h_xd\cos\theta$, where $s_0=d\sin\theta$. Projection of the moved volume on $\cos kx$ multiplies the turning part by $\cos ks_0$, because the landing point is out of phase with the slope that deflected it. The flux part involves $\cos k(x+s_0)-\cos kx$ and acquires the factor $\sin(ks_0)/(ks_0)$. Hence

$$\begin{aligned}
\frac{S_x}{C}&=\cos^2\theta\cos ks_0-\sin^2\theta\,\frac{\sin ks_0}{ks_0}\\
&\simeq\cos2\theta-(ks_0)^2\left(\frac{\cos^2\theta}{2}-\frac{\sin^2\theta}{6}\right).
\end{aligned}$$

The displaced points give a correction factor of 1.0000 for the example, closer to one than $ks_0\approx0.05$ alone would suggest. The reason is that the last bracket vanishes when $\tan^2\theta=3$, which is the chosen angle of 60°. This cancellation belongs to relaxation along the normal at the starting point; with the normal at the landing point the factor would be 0.9994.

The position of the collision cascade has a larger effect. If the volume current is displaced downstream by $a\sin\theta$ and smeared by a Gaussian of width $w$, its Fourier component is multiplied by $e^{-ika\sin\theta}e^{-k^2w^2/2}$. The real part changes the growth and the imaginary part makes the ripple travel. For the example the real part is 0.927, which weakens the displacement coefficient by about 7% at the selected wavelength. This estimate shifts the whole current. If each atom instead follows the local slope at its own position in the cascade, only the flux part is shifted and smeared, and the weakening is about 11%. With this second description, and with erosion also evaluated at finite wavelength, the selected wavelength is about 39 nm instead of 36.0 nm, and one factor of $e$ takes about 130 s, against 71 s for short displacements alone.

Linear growth cannot continue indefinitely. The coordinate across the beam, $x\cos\theta+h\sin\theta$, must increase along the surface if every point is to be lit, which requires $h_x>-\cot\theta$. A sinusoid reaches this limit at the amplitude $\cot\theta/k_*=2.98$ nm. Extrapolated from 0.1 nm, linear growth would take 242 s to get there. By then the slope is 0.58, so the small-slope equation has already lost its accuracy. The finite-slope equation with the $B$ term makes the profile asymmetric and reaches the shadowing slope earlier, after about 224 s, at a half peak-to-peak height of 2.4 nm. Towards grazing incidence the permitted slope goes to zero, and the limiting coefficient $-C$ applies to a vanishing range of amplitudes.

In the real case, argon ions of this energy make the silicon surface amorphous near room temperature, which supports the neglect of crystal directions. Experiments on clean silicon with low-energy noble-gas ions find parallel ripples above a threshold of roughly 45° to 60°, depending on ion and energy, though not necessarily close to grazing incidence, and smooth surfaces nearer to normal incidence. This agrees in outline with the model but does not single out its mechanism, since stress produced by the ions is neither included nor sized here. Real cascades also scatter atoms over many lengths and directions, and at oblique incidence some ions are reflected. The assumption of constant $Nd$ is therefore broken, and $p=0.2$ illustrates a shift of 2.6° without being a fitted value. Implanted ions would add at most 0.167 of $Nd$ if all of them stayed at depth $a$ along the beam and each took up the volume of one target atom; in the short-shift limit this keeps the same angular form. Thermal diffusion is negligible for an assumed barrier of 1.0 eV and prefactor of $10^{-3}$ cm²/s: at 300 K an atom diffuses about 0.01 nm during one growth time. This length depends strongly on the barrier and would be about 6 nm at 0.67 eV. For a process meant to keep such a surface flat, the estimates favour normal incidence, where for the example values both smoothing coefficients are largest. Oblique angles remain usable below the threshold, provided that stress does not move it further. For the example values, erosion and a fall of $Nd$ with $p=0.2$ together place it at 40.5°, and a real surface needs its own measured value. The numerical output below lists the values used.

## Table of computed values

```
TESTS
largest error of linear coefficients / C: 7.6e-07
finite slope 0.5, 30 deg: jumps 0.4223, formula 0.4223
threshold from displaced points: 45.000 deg
angle (deg), parallel/C by jumps, cos 2theta, perpendicular/C by jumps, cos^2 theta
  0    1.0000    1.0000    1.0000    1.0000
 30    0.5000    0.5000    0.7500    0.7500
 45   -0.0000    0.0000    0.5000    0.5000
 60   -0.5000   -0.5000    0.2500    0.2500
 75   -0.8660   -0.8660    0.0670    0.0670
mean-normal relaxation, 60 deg: parallel/C -0.7500, perpendicular/C 0.0000
EXAMPLE INPUTS (rough, round)
beam current density: 100 uA/cm2
incidence angle: 60 deg
atomic volume: 0.020 nm3
atoms moved per ion: 40
displacement length: 0.30 nm
relaxation coefficient B: 10.0 nm4/s
EXAMPLE RESULTS
ion flux: 6.242e+14 /(cm2 s) = 6.242 /(nm2 s)
C: 1.498 nm2/s
parallel coefficient: -0.749 nm2/s
perpendicular coefficient: 0.374 nm2/s
fastest wavenumber: 0.1935 /nm
ripple wavelength: 32.5 nm
amplitude growth rate: 0.01402 /s
e-folding time: 71.3 s
fluence on surface per e-folding: 2.23e+16 /cm2
NEGLECTED EFFECTS
energy depth, width: 2.0, 1.0 nm
assumed sputter yield at normal incidence: 0.50
erosion speed at 60 deg: 0.140 nm/s
erosion coefficients: parallel 0.140, perpendicular -0.070 nm2/s
threshold with erosion: 43.20 deg
wavelength with erosion: 36.0 nm
threshold if N d ~ cos^0.2: 42.39 deg
finite-jump factor on parallel coefficient: 1.0000
cascade offset-and-spread factor: 0.927
implanted-ion share of N d, upper bound: 0.167
amplitude at onset of shadowing: 2.98 nm
time to shadowing from 0.1 nm: 242 s
assumed diffusion barrier, prefactor: 1.0 eV, 1e-03 cm2/s
thermal diffusion length per e-folding at 300 K: 0.0106 nm
```
